# Annealing Time for Vacancies to Meet in a Two-Dimensional Crystal

## Definitions and conventions

Identical vacancies lie at random on one triangular lattice of spacing $a$, with initial areal density $n$, except that no two are nearest neighbours at the start. Each hops to any of its six neighbouring sites with rate $\nu e^{-E/kT}$, where $E$ is the migration barrier, $\nu$ the attempt frequency per direction and $kT$ the thermal energy. The vacancies are neutral and do not interact until they meet. An encounter means that two of them occupy nearest-neighbour sites. Both then leave the population of single vacancies.

The annealing time $t$ is the time after which half of the vacancies have met another one. The diffusion coefficient $D$ is that of one vacancy. Algebra is in atomic units; numbers are in nm, eV, K and s, with densities in cm$^{-2}$.

## Back-of-envelope estimate

The mean spacing is about $n^{-1/2}$. In two dimensions a diffusing particle has $\langle r^2\rangle=4Dt$, so it covers that spacing when

$$4Dt\approx \frac1n,\qquad t\approx\frac{1}{4Dn}.$$

This ignores the size of the target. A vacancy can travel one mean spacing and still miss its neighbour, so a capture radius must enter. The derivation below shows that it enters through a logarithm.

## From barrier to diffusion coefficient

Let $q$ be the coordinate along the hopping path, with effective mass $m$ and potential $V(q)$, zero in the well and $E$ at the top. Assume that every crossing of the top completes one hop, with no prompt return and no flight over several sites. The classical rate in one direction is then the thermal mean of the forward velocity, $\sqrt{kT/2\pi m}$ (backward motion counting as zero), times the probability density at the top:

$$\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E/kT}}{\int e^{-V/kT}dq}.$$

For a harmonic well of angular frequency $\omega=2\pi\nu$ the integral is $\sqrt{2\pi kT/(m\omega^2)}$. The rate becomes $(\omega/2\pi)e^{-E/kT}=\nu e^{-E/kT}$, as assumed.

The total hop rate is $\Gamma=6\nu e^{-E/kT}$. Successive jumps are independent and average to zero, so the cross terms in $\langle r^2\rangle$ vanish and $\langle r^2\rangle=\Gamma t\,a^2$. Equating this to $4Dt$ gives

$$D=\frac{\Gamma a^2}{4}=\frac32\,\nu a^2e^{-E/kT}.$$

At fixed temperature the barrier therefore acts through $D$ alone. The separation of two vacancies changes whenever either one hops, at rate $2\Gamma$, so it diffuses with $D_r=2D$.

## The capture radius

Close to the target, the density of relative positions is nearly steady: its value at each site equals the mean over the six neighbours. The required solution vanishes on the nearest-neighbour ring. Consider

$$A(\mathbf r)=\int\frac{d^2\theta}{(2\pi)^2}\,\frac{1-\cos(\boldsymbol\theta\cdot\mathbf r)}{1-\lambda},\qquad \lambda=\tfrac13[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)],$$

where $\mathbf r$ is given by its two integer lattice coordinates and each angle runs over $2\pi$. Averaging the numerator over the six neighbours gives $1-\lambda\cos(\boldsymbol\theta\cdot\mathbf r)$. Subtracting the original numerator leaves $(1-\lambda)\cos(\boldsymbol\theta\cdot\mathbf r)$, whose integral after division by $1-\lambda$ is 1 at the origin and 0 elsewhere. Hence $A$ has the averaging property away from the origin. Since $A(0)=0$, its mean over the ring is 1, and by symmetry $A=1$ at each ring site. The function $A-1$ is the required solution.

At large distance small wavevectors $k$ dominate, with $1-\lambda\approx k^2a^2/4$. With site area $\Omega=\sqrt3a^2/2$ and $d^2\theta=\Omega\,d^2k$, the angular integral gives

$$A\approx\frac{2\Omega}{\pi a^2}\int\frac{1-J_0(kr)}{k}\,dk=\frac{\sqrt3}{\pi}\ln r+\text{constant}.$$

Thus $A-1\to(\sqrt3/\pi)\ln(r/R)$, the profile around an absorbing disc of radius $R$. Numerical evaluation of $A$ gives $R=0.994\,a$.

## The swept area

Let $c(r,t)$ be the density of other vacancies around a chosen one, divided by $n$. It starts at 1, vanishes at $r=R$, and obeys $\partial_tc=D_r\nabla^2c$. Its Laplace transform satisfies $s\hat c-1=D_r\nabla^2\hat c$, so

$$\hat c=\frac1s\left[1-\frac{K_0(\kappa r)}{K_0(\kappa R)}\right],\qquad \kappa=\sqrt{s/D_r}.$$

The inward flux is $2\pi RD_r\,\partial_rc$ at $r=R$. Its time integral $S(t)$ is an area, and $nS$ is the expected number of arrivals at an undepleted density. Since $K_0'=-K_1$, and time integration divides the transform by $s$,

$$\hat S=\frac{2\pi D_r\,\kappa R\,K_1(\kappa R)}{s^2K_0(\kappa R)}.$$

Long times correspond to small $s$, where $zK_1(z)\to1$ and $K_0(z)\to-\ln(z/2)-\gamma$, with $\gamma$ Euler's constant. Doubling numerator and denominator,

$$\hat S\approx\frac{4\pi D_r}{s^2\left[\ln(4D_r/R^2)+\ln(1/s)-2\gamma\right]}.$$

To invert, start from the pair $s^{-2-\epsilon}\leftrightarrow t^{1+\epsilon}/\Gamma_{\!f}(2+\epsilon)$, where $\Gamma_{\!f}$ is the gamma function. Its derivative at $\epsilon=0$ gives

$$s^{-2}\ln(1/s)\;\leftrightarrow\;t\,(\ln t-1+\gamma).$$

Expand the slowly varying factor in powers of $\ln(1/s)-(\ln t_0-1+\gamma)$. The linear term inverts to zero at $t=t_0$. To leading order one therefore replaces $\ln(1/s)$ by $\ln t-1+\gamma$:

$$S(t)\approx\frac{4\pi D_rt}{L},\qquad L=\ln\frac{4D_rt}{R^2}-1-\gamma.$$

The quadratic term can be sized. The second-order term of $\ln\Gamma_{\!f}(2+\epsilon)$ is $\tfrac12(\pi^2/6-1)\epsilon^2$, so the squared deviation inverts to $-t_0(\pi^2/6-1)$. Half the second derivative of $1/L$ is $1/L^3$. The relative correction to $S$ is thus $-(\pi^2/6-1)/L^2\approx-0.64/L^2$.

The arrival rate $S'(t)$ keeps falling logarithmically, because the depleted region keeps growing. In this model there is no steady nonzero rate constant.

## The half-time

Let $n(t)$ be the density of single vacancies, with $n(0)=n$. The pair approximation takes each one to meet others at rate $S'n(t)$, neglecting correlations among three or more. Counting each pair once gives $\tfrac12S'n(t)^2$ encounters per area and time. Each removes two vacancies, so

$$\frac{dn(t)}{dt}=-S'\,n(t)^2,\qquad \frac1{n(t)}=\frac1n+S(t).$$

Half remain when $nS=1$. With $D_r=2D$ this reads $8\pi Dnt=\ln(8Dt/R^2)-1-\gamma$. Setting $x=8\pi Dnt$, so that $8Dt/R^2=x/(\pi nR^2)$, gives

$$\boxed{t=\frac{x}{8\pi Dn},\qquad x-\ln x=\Lambda=\ln\frac1{\pi nR^2}-1-\gamma}$$

The left side $x-\ln x$ has its minimum, 1, at $x=1$, so a solution with $x>1$ needs $\Lambda>1$. The root with $x>1$ applies, because the approximate $S$ grows with time only for $L>1$, and $L=x$ at the half-time. Iterating $x\leftarrow\Lambda+\ln x$ from $x=\Lambda$ finds it. Accuracy requires more than existence: $0.64/x^2$ must be small.

The ratio to the first estimate is $x/(2\pi)$. The simple argument therefore agrees near $x=2\pi$, and is too short for much more dilute vacancies.

For a fraction $f$ to have met, $nS=M=f/(1-f)$. Writing $8\pi Dnt=My$, the same algebra gives $y-\ln y=\Lambda+\ln M$. Late stages are slow because the partners have become scarce.

## Worked example

Take $a=0.32$ nm, $E=2.30$ eV, $\nu=10^{13}$ s$^{-1}$, $n=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$ and $T=800$ K. Then $E/kT=33.36$ and

$$D=1.5\times10^{13}\times0.32^2\times e^{-33.36}\approx4.98\times10^{-3}\ \text{nm}^2/\text{s},$$

or $4.98\times10^{-17}$ cm$^2$/s. With $R=0.318$ nm, $\pi nR^2=0.00318$ and $\Lambda=4.174$. The root is $x=5.96$, since $4.174+\ln5.96=5.96$. Hence

$$t=\frac{5.96}{8\pi(4.98\times10^{-3})(0.01)}\approx4.8\times10^3\ \text{s}\approx1.3\ \text{h}.$$

The first estimate gives 5022 s, close because $x$ happens to lie near $2\pi$. In the annealing time a vacancy that kept diffusing would make about 930 hops and have an rms displacement of 9.7 nm (97 Å), against a mean spacing of 10 nm.

For 90 percent to have met, $M=9$ and $\Lambda+\ln9=6.37$, so $y\approx8.5$. The time is longer by $9\times8.5/5.96\approx13$, provided that pairs capture nothing further.

## Comparison with fuller calculations

Inverting the full disc transform numerically gives 4899 s, so the logarithmic formula is 3 percent low relative to it. The quadratic term accounts for most of this: it lowers $S$ by $0.64/x^2\approx1.8$ percent, and since $d\ln S/d\ln t=1-1/L$, the time rises by about 2.2 percent. At this density the disc itself is a good substitute for the lattice. Over the annealing time, the relative walk on the lattice sweeps 97.4 nm$^2$ and the disc 97.7 nm$^2$.

A simulation of many vacancies hopping on the lattice, removed on contact, gives $4582\pm215$ s (standard error). This agrees with the formula within the sampling error, but that error is about 5 percent. The simulated value lies below both the formula and the full disc solution, so part of the formula's closeness may come from errors of opposite sign.

At ten times the density, with all else fixed, $x$ falls to 2.96. The formula gives 236 s, the full disc solution 281 s and one simulation run 256 s. The time falls by more than the density ratio, because $x$ also decreases: by a factor of 20 in the formula and 17 in the full disc solution. The disc is itself less accurate here: over this shorter time it sweeps about 3 percent more area than the lattice walk, whose pair half-time is about 291 s. The formula is now 16 percent below the disc solution; its closer agreement with the simulation involves errors of opposite sign. Correlations among several vacancies are a plausible cause of the remaining difference, but this comparison does not isolate them.

## Temperature and neglected effects

At fixed density, $t\propto e^{E/kT}$. It is $5.6\times10^5$ s at 700 K and 117 s at 900 K; a one-hour anneal needs about 807 K. A barrier higher by 0.1 eV lengthens the time at 800 K by a factor of 4.3. Doubling $R$, as a short-range attraction might, multiplies it by only about 0.7.

Other omissions, for the example's numbers:

- **Clusters as sinks.** If clusters stay in place and capture further vacancies, the simulated time at the tenfold density falls from 256 to 219 s (one run each).
- **Pair dissociation.** The model treats every encounter as permanent. With binding energy $E_b$ and three bonds per site, mass action gives a pair density $3\Omega n_1^2e^{E_b/kT}$ for single-vacancy density $n_1$, ignoring larger clusters. Half of the vacancies stay paired only if $E_b\ge kT\ln[1/(3n\Omega)]=0.41$ eV. For weaker binding most pairs separate again, and $t$ is then only a time to first contact.
- **Grain edges.** A straight absorbing edge removes $2n\sqrt{Dt/\pi}$ vacancies per length. For a circular grain of radius $\rho=500$ nm the lost fraction is $4\sqrt{Dt/\pi}/\rho\approx2.2$ percent if encounters are ignored. Encounters leave fewer vacancies to reach the edge, so the actual loss is smaller.
- **Tunnelling.** Thermally averaging the transmission of a parabolic barrier top, with its frequency set equal to $\omega$ and the well kept classical, multiplies the rate by $(\omega/2kT)/\sin(\omega/2kT)=1.015$.
- **New vacancies.** With creation barrier $E_c$ and attempt frequency $\nu$, about $(\nu t/\Omega)e^{-E_c/kT}$ appear per area. This stays below $n$ if $E_c>kT\ln[\nu t/(n\Omega)]=3.13$ eV.

Charge matters far more. Suppose every vacancy carries one electron charge in a polarizable sheet of screening length $\ell=4$ nm, with surroundings of dielectric constant $\varepsilon=2.5$ (rough values) and no mobile carriers. The pair repulsion is

$$V(r)=\int_0^\infty\frac{J_0(qr)}{\varepsilon+\ell q}\,dq.$$

Let $b=1/\sqrt{\pi n}=5.64$ nm be the radius of the area per vacancy, and $U=[V(r)-V(b)]/kT$. The mean time $\tau(r)$ to reach $R$ obeys

$$\frac{D_r}{r}e^{U}\frac{d}{dr}\left(re^{-U}\frac{d\tau}{dr}\right)=-1,\qquad \tau(R)=0,\quad\tau'(b)=0.$$

Integrating inward from $b$, then outward from $R$,

$$\tau(b)=\frac1{D_r}\int_R^b\frac{e^{U(r)}}{r}\int_r^br'e^{-U(r')}\,dr'\,dr.$$

The repulsion rises from about 0.1 eV at $b$ to about 0.7 eV at $R$, and $\tau(b)$ is about 280 times its neutral value. Only the order of magnitude is meaningful: the equation treats the hops as continuous, although the repulsion changes by more than $kT$ in one hop near $R$, and it omits the forces from all other vacancies. On the lattice the factor ranges from about 200 to 800, depending on how the repulsion is taken to modify each hop rate.

## Relation to a real channel material

The parameters are rough values in the regime of sulfur vacancies in monolayer MoS$_2$, whose sulfur planes are triangular; $n$ counts one plane. A density of $10^{12}$ cm$^{-2}$ represents a fairly clean film, and the tenfold case a more defective one. With the assumed barrier and the lower density, the estimate suggests that isolated neutral vacancies need temperatures near 800 K to meet within hours. At 700 K, closer to what a finished chip with metal wiring tolerates, the model time is about 6.5 days. These are times to first contact; they describe lasting aggregation only if the pair binding energy exceeds about 0.4 eV, which is not established here. Neutrality is not assured in a device, since doping or a gate can charge the vacancies. Full single charging would lengthen the estimate by a factor of several hundred at 800 K, and by more at 700 K, if the migration barrier stayed the same; mobile carriers would screen the repulsion and reduce that factor. The barrier matters too: at 800 K an error of $kT\ln10\approx0.16$ eV changes the time tenfold. The result is therefore an order-of-magnitude guide for neutral vacancies only if the barrier is known to about that accuracy, and the numerical output gives more digits than the material parameters justify.

## Computed values

```
lattice spacing a = 0.32 nm
migration barrier E = 2.30 eV
attempt frequency nu = 1.0e+13 1/s
vacancy density n = 1.0e+12 cm^-2
temperature T = 800 K
thermal energy kT = 0.06894 eV
E/kT = 33.363
barrier flux / harmonic rate = 0.9923
total hop rate = 0.1944 1/s
D = 4.9777e-03 nm^2/s = 4.9777e-17 cm^2/s
D from sampled jumps = 4.9712e-03 nm^2/s
capture radius R/a = 0.9940
capture radius R = 0.3181 nm
pi n R^2 = 0.00318
Lambda = 4.1741
logarithmic factor x = 5.9590
annealing time = 4763 s = 1.32 h
time from full disc solution = 4899 s
simulated time = 4582 s
standard error of simulation = 215 s
dimensional time 1/(4Dn) = 5022 s
swept area, lattice = 97.39 nm^2
swept area, disc = 97.66 nm^2
hops per vacancy in annealing time = 926
rms displacement = 9.74 nm = 97.4 angstrom
mean spacing n^(-1/2) = 10.00 nm
annealing time at 700 K = 5.595e+05 s
annealing time at 900 K = 1.169e+02 s
temperature for one hour = 806.8 K
tenfold density = 1.0e+13 cm^-2
tenfold density: x = 2.9551
tenfold density: formula time = 236.2 s
tenfold density: full disc time = 281.0 s
tenfold density: simulated time = 256.4 s
tenfold density: with cluster sinks = 219.2 s
cluster-sink time ratio = 0.855
time factor for +0.1 eV barrier = 4.27
time factor for doubled R = 0.710
grain radius = 500 nm
fraction lost at grain edge = 2.19 percent
tunnelling rate factor = 1.0152
least vacancy-creation barrier = 3.13 eV
dielectric constant of surroundings = 2.5
sheet screening length = 4.0 nm
cell radius = 5.64 nm
charged-pair energy at R = 0.685 eV
charged-pair energy at cell edge = 0.096 eV
time factor if singly charged = 283.2
```
